# Singlet-triplet gaps of H2 as the protons merge

## Setting and data

Two protons are held fixed at \(\pm\mathbf a\), with \(a=R/2\), and carry two electrons. In Hartree atomic units the nonrelativistic electronic Hamiltonian is

\[
H_R=T+V_R,\qquad T=-\tfrac12(\nabla_1^2+\nabla_2^2),
\]
\[
V_R=-\sum_{i=1}^{2}\left(\frac1{|\mathbf r_i-\mathbf a|}+\frac1{|\mathbf r_i+\mathbf a|}\right)+\frac1{r_{12}} .
\]

Its levels are written \(E(R)\) and do not include the proton repulsion. Three states are considered, each the lowest of its symmetry class:

- X, singlet \(\Sigma_g^+\);
- a, triplet \(\Sigma_g^+\);
- b, triplet \(\Sigma_u^+\).

The letters g and u mean even and odd under inversion through the midpoint. \(\Sigma^+\) means zero orbital angular momentum about the axis and no sign change on reflection in a plane containing the axis.

Computed helium levels, in hartree:

| Level | Energy |
|---|---|
| 1s² ¹S | −2.903721 |
| 1s2s ³S | −2.17519 |
| 1s2p ³P | −2.13293 |

The two S levels come from a variational expansion in \(r_1+r_2\), \(r_2-r_1\) and \(r_{12}\). The P level comes from full configuration interaction (CI) in a Gaussian basis with s, p, d and f functions. All three are approximations to the levels of \(H_0\).

## Part (a): what is left at R = 0

**Question.** Show that the proton repulsion drops out of every gap, and identify \(H_0\).

**Answer.** The potential curve of a state is \(U(R)=E(R)+1/R\). The second term is the same number for every electronic state at a given \(R\), so for states p and q

\[
U_p-U_q=E_p+\frac1R-E_q-\frac1R=E_p-E_q .
\]

Each curve diverges as \(R\to0\), but the gap need not. Setting \(\mathbf a=0\) gives

\[
V_0=-\frac2{r_1}-\frac2{r_2}+\frac1{r_{12}},
\]

which is the potential energy in a helium atom with a fixed nucleus of charge 2. The limit is a mathematical one, taken with point charges.

## Part (b): how much the potential can change

**Question.** Show that for any state of finite kinetic energy

\[
|\langle V_R-V_0\rangle|\le 8R\,\langle T\rangle .
\]

**Answer.** A bound is needed because \(V_R-V_0\) is unbounded near the nuclei, so its smallness elsewhere does not settle the limit.

First take one electron with wave function \(\psi\). The integral of a square is not negative:

\[
0\le\int\left|\nabla\psi+\frac{\mathbf r}{2r^2}\psi\right|^2d^3r
=\int|\nabla\psi|^2+\int\frac{\mathbf r\cdot\nabla|\psi|^2}{2r^2}+\int\frac{|\psi|^2}{4r^2}.
\]

In three dimensions \(\nabla\cdot(\mathbf r/r^2)=3/r^2-2/r^2=1/r^2\). Integrating the middle term by parts therefore gives \(-\tfrac12\int|\psi|^2/r^2\). The surface terms vanish for smooth, decaying functions, and other states of finite kinetic energy follow as limits of these. Collecting terms,

\[
\int\frac{|\psi|^2}{r^2}\,d^3r\le4\int|\nabla\psi|^2d^3r .
\]

This is Hardy's inequality. It holds about any origin, since shifting the origin leaves the right side unchanged.

Next, the triangle inequality gives \(\bigl|r-|\mathbf r-\mathbf a|\bigr|\le a\), so

\[
\left|\frac1{|\mathbf r-\mathbf a|}-\frac1r\right|
=\frac{\bigl|r-|\mathbf r-\mathbf a|\bigr|}{r|\mathbf r-\mathbf a|}
\le\frac{a}{r|\mathbf r-\mathbf a|}.
\]

By the Cauchy-Schwarz inequality, and then Hardy's inequality about each of the two points,

\[
\int\frac{|\psi|^2}{r|\mathbf r-\mathbf a|}
\le\left(\int\frac{|\psi|^2}{r^2}\right)^{1/2}\left(\int\frac{|\psi|^2}{|\mathbf r-\mathbf a|^2}\right)^{1/2}
\le4\int|\nabla\psi|^2 .
\]

The kinetic energy of this electron is \(\langle t\rangle=\tfrac12\int|\nabla\psi|^2\), so the right side equals \(8\langle t\rangle\). One displaced proton changes the energy by at most \(8a\langle t\rangle=4R\langle t\rangle\), and two protons by at most \(8R\langle t\rangle\).

For two electrons, apply this to electron 1 with the position and spin of electron 2 held fixed, and then integrate over electron 2. Do the same with the roles exchanged and add. The term \(1/r_{12}\) cancels in \(V_R-V_0\), and the stated bound follows.

## Part (c): the levels converge

**Question.** Deduce that the lowest level of each symmetry class tends to the lowest helium level of that class.

**Answer.** Adding \(T+V_0\) to the result of (b) gives, for expectation values in any state,

\[
(1-8R)T+V_0\;\le\;H_R\;\le\;(1+8R)T+V_0 .
\]

Take \(R<1/8\), so that both kinetic factors are positive. The levels of \(\lambda T+V_0\) follow by stretching all lengths:

\[
\psi_\lambda(\mathbf r_1,\mathbf r_2)=\lambda^{-3}\psi(\mathbf r_1/\lambda,\mathbf r_2/\lambda).
\]

The prefactor keeps the norm in six dimensions. Two derivatives give \(\langle T\rangle\to\langle T\rangle/\lambda^2\). Every term of \(V_0\) is an inverse distance, so \(\langle V_0\rangle\to\langle V_0\rangle/\lambda\). Hence

\[
\langle\lambda T+V_0\rangle_{\psi_\lambda}
=\lambda\frac{\langle T\rangle}{\lambda^2}+\frac{\langle V_0\rangle}{\lambda}
=\frac{\langle H_0\rangle_\psi}{\lambda}.
\]

Stretching is reversible and preserves spin, parity and axial symmetry. The lowest level of \(\lambda T+V_0\) in a class is therefore \(E(0)/\lambda\). The lowest level is the minimum of the expectation value over the class, so an inequality between operators carries over to it:

\[
\frac{E(0)}{1-8R}\le E(R)\le\frac{E(0)}{1+8R}.
\]

Both sides tend to \(E(0)\), which proves the claim. The limiting states are bound: the helium levels used here lie below \(-2\), the energy of He⁺ plus a free electron. The one-electron version of the same inequality shows that the ionization threshold of the molecule also tends to \(-2\), so the states stay bound for small enough \(R\).

At \(R=0.01\) bohr the denominators are 0.92 and 1.08. With the one-centre CI energy \(-2.90317\) standing in for the exact \(E(0)\) of X, the lower and upper bounds are approximately

\[
\frac{-2.90317}{0.92}=-3.1556,\qquad \frac{-2.90317}{1.08}=-2.6881 .
\]

The CI energy at this separation is \(-2.9028\) hartree, well inside. The interval is far wider than the actual change: the inequality proves convergence but is a poor estimate of the error at finite \(R\).

## Part (d): which helium level belongs to which curve

**Question.** Find the helium limits of X, a and b.

**Answer.** Spin and the symmetries of the axis are kept at every \(R\), so each limit is found by classifying helium states about a chosen axis.

The 1s² configuration has both electrons in the same spatial orbital. Its spatial function is symmetric under exchange, so its spin is singlet. It is even and spherical, hence singlet \(\Sigma_g^+\): this is the limit of X.

A triplet has an antisymmetric spatial function, which excludes 1s². The lowest even triplet is 1s2s ³S, again spherical, hence triplet \(\Sigma_g^+\): this is the limit of a.

The lowest odd triplet is 1s2p ³P. Its component with \(M=0\) has the p orbital along the axis, is unchanged by reflection in a plane containing the axis, and is triplet \(\Sigma_u^+\): this is the limit of b. The components with \(M=\pm1\) belong to a \({}^3\Pi_u\) state. At \(R=0\) rotational symmetry makes them degenerate with b.

## Part (e): the two limits

**Question.** Compute the limits of the X-b and X-a gaps. What is the limit of the lowest singlet-triplet gap, defined at each \(R\) with the lowest triplet at that \(R\)?

**Answer.** From the data,

\[
\Delta_{Xb}(0)=-2.13293+2.903721=0.7708\ \text{hartree}=20.97\ \text{eV},
\]
\[
\Delta_{Xa}(0)=-2.17519+2.903721=0.7285\ \text{hartree}=19.82\ \text{eV}.
\]

The 1s2s ³S level lies 0.0423 hartree below 1s2p ³P, so near \(R=0\) the lowest triplet is a, not b. **The lowest singlet-triplet gap tends to about 0.73 hartree. The value 0.77 hartree is the limit of the X-b gap.**

The second decimal is secure at the level of theory used. Lengthening the expansion by one order lowered the ¹S energy by \(7.0\times10^{-6}\) hartree. For ³S the same step lowered the energy by \(6.2\times10^{-4}\) hartree, so that series alone does not settle the fourth decimal. The independent CI value, \(-2.17511\) hartree, differs from the expansion by \(8\times10^{-5}\) hartree. Adding f functions lowered the ³P energy by \(3.6\times10^{-5}\) hartree, but a basis with more diffuse functions gives \(-2.13313\) hartree, lower by \(2.0\times10^{-4}\). This would change the X-b limit to 0.7706 hartree and the ³S–³P separation to 0.0421 hartree, so the fourth decimal of the values quoted here is not converged. Each energy is variational, but a difference of two upper bounds is not itself a bound.

Two neglected effects can be sized. The leading relativistic shift of a single 1s electron has magnitude \(\alpha^2Z^4/8\), where \(\alpha\) is the fine-structure constant. For \(Z=2\) it is \(1.1\times10^{-4}\) hartree. Replacing the electron mass by the reduced mass with a nucleus of two proton masses changes the gap by about the fraction \(m_e/(2m_p)\), or \(2.1\times10^{-4}\) hartree. These are scales, not computed corrections, and both are too small to affect the choice between 0.73 and 0.77.

## Part (f): why 1s2s lies below 1s2p

**Question.** Estimate the electrostatic part of this ordering. Let the inner electron be a frozen 1s electron of He⁺, and give the outer electron a hydrogen orbital with \(n=2\) and unit charge.

**Answer.** The inner density is \(\rho=(8/\pi)e^{-4r}\). Its repulsive potential \(\phi\) obeys Poisson's equation,

\[
(r\phi)''=-4\pi r\rho=-32re^{-4r}.
\]

The solution that is finite at the origin and tends to \(1/r\) far away is \(r\phi=1-(1+2r)e^{-4r}\). Differentiation confirms it: the first derivative is \((2+8r)e^{-4r}\), and the second is \((8-8-32r)e^{-4r}\). The outer electron therefore moves in

\[
-\frac2r+\phi=-\frac1r+w(r),\qquad w=-\left(\frac1r+2\right)e^{-4r}.
\]

The first term alone makes 2s and 2p degenerate. The correction \(w\) is attractive, short-ranged and spherical, so it does not mix them, and its first-order shift is its mean value. The radial densities are

\[
u_{2s}^2=\tfrac12r^2\left(1-\tfrac r2\right)^2e^{-r},\qquad u_{2p}^2=\tfrac1{24}r^4e^{-r}.
\]

With \(\int_0^\infty r^ne^{-5r}dr=n!/5^{n+1}\),

\[
\langle w\rangle_{2s}=-\frac12\int_0^\infty\left(r+r^2-\frac74r^3+\frac12r^4\right)e^{-5r}dr
\]
\[
=-\frac12\left(\frac1{25}+\frac2{125}-\frac{21}{1250}+\frac{12}{3125}\right)=-\frac{269}{12500},
\]
\[
\langle w\rangle_{2p}=-\frac1{24}\int_0^\infty(r^3+2r^4)e^{-5r}dr=-\frac1{24}\cdot\frac{78}{3125}=-\frac{13}{12500}.
\]

The 2s electron is lower by \(256/12500\approx0.020\) hartree, because more of its density lies where the inner electron screens the nucleus incompletely. This has the right sign and about half the computed separation of 0.0423 hartree. The estimate omits exchange, the orthogonality of 2s to 1s, and the response of both orbitals, and these are not small. The hydrogen 2s orbital overlaps the He⁺ 1s orbital by 0.20; if it is made orthogonal to 1s but otherwise held fixed, the 2p−2s difference turns to \(-0.005\) hartree, and to \(-0.008\) hartree with triplet exchange. When the outer orbital is allowed to relax in the field of the frozen 1s electron, the difference is \(+0.027\) hartree in the potential above and \(+0.043\) hartree with orthogonality and exchange included. The first-order number therefore illustrates penetration, but on its own it establishes neither the size nor the sign of the ordering.

## Part (g): the opposite limit and the crossing

**Question.** Find the X-b and X-a gaps as \(R\to\infty\), and show that the a and b curves cross.

**Answer.** Let \(A\) and \(B\) be 1s orbitals on the two distant protons. Two ground-state atoms give the spatial functions

\[
A(1)B(2)\pm B(1)A(2).
\]

The plus sign goes with a singlet and the minus sign with a triplet. Inversion exchanges \(A\) and \(B\), so the singlet is even and the triplet odd. These are X and b. Both have energy \(-\tfrac12-\tfrac12=-1\) hartree, and the X-b gap tends to zero.

No even triplet can be made from two 1s atoms. The lowest neutral-atom limit for a has one atom in \(n=2\), with energy \(-\tfrac12-\tfrac18=-\tfrac58\) hartree. An ion pair does not lie lower: two electrons in one 1s shell form a singlet, and a triplet pair on one proton gains nothing below \(-\tfrac12\). The X-a gap therefore tends to \(\tfrac38\) hartree.

Thus \(E_b-E_a\) tends to \(-\tfrac38\) at large \(R\) and to \(+0.0423\) hartree at \(R=0\). Both levels vary continuously, since a small movement of the protons changes the potential energy by a small multiple of the kinetic energy, as in (b). The difference must vanish somewhere. The two states have opposite parity, so no coupling within \(H_R\) turns the crossing into an avoided one.

CI with the one-centre basis gives \(E_b-E_a=+0.0409\) hartree at \(R=0.1\) bohr and \(-0.0702\) hartree at \(R=1.4\) bohr, roughly the H2 bond length. In this basis the crossing lies at

\[
R_c=0.808\ \text{bohr}=42.8\ \text{pm}.
\]

Adding f functions moved it by \(-0.009\) bohr. A separate CI calculation at the same \(R_c\), with the aug-cc-pVTZ basis on both protons, finds the two lowest triplets 0.0006 hartree apart. Its lowest gap is 0.5547 hartree, against 0.5545 hartree in the one-centre basis. A basis with functions on the protons and diffuse functions at the midpoint puts the crossing near 0.816 bohr, about 0.01 bohr further out. The crossing is therefore near 0.8 bohr; these finite bases do not settle the second decimal. There the lowest gap has a kink, because the lowest triplet changes from b to a as \(R\) decreases.

## Part (h): reading the approach to the limit

**Question.** The one-centre CI gaps, in hartree, are given below. How fast is the limit approached, and what do these gaps say about close collisions in hydrogen implantation?

| R (bohr) | X-b | X-a |
|---|---|---|
| 0.00 | 0.77024 | 0.72806 |
| 0.05 | 0.76756 | 0.72571 |
| 0.10 | 0.76044 | 0.71949 |
| 0.20 | 0.73775 | 0.69984 |
| 0.40 | 0.67922 | 0.65044 |

**Answer.** The entries at \(R=0\) are about 0.0005 hartree below the limits in (e). The main cause is that this basis places the ¹S level at \(-2.90317\) instead of \(-2.903721\) hartree. Differences down a column are compared within one fixed basis, but that basis has no functions centred on the protons, so its error can change with \(R\). The last decimals of the table are therefore not established. With functions on the protons, the fall of the X-b gap from its value at \(R=0\) is smaller by about 0.0003, 0.001 and 0.0015 hartree at 0.10, 0.20 and 0.40 bohr; the first ratio below then lies between 3.6 and 3.7, and the second stays at 2.8. The readings below describe the tabulated values.

The X-b gap falls by 0.00268 hartree at 0.05 bohr and by 0.00980 hartree at 0.10 bohr. Doubling \(R\) multiplies the fall by 3.7, close to the factor 4 of a quadratic law. From 0.20 to 0.40 bohr the fall grows from 0.03249 to 0.09102 hartree, a factor of 2.8, so a quadratic law would fail there.

Bringing two ground-state atoms from far apart to separation \(R\) on the X curve costs \(1/R+E_X(R)+1\) hartree, since their energy far apart is \(-1\) hartree. At 0.1 bohr the repulsion \(1/R\) is 10 hartree, about 270 eV. The upper bound in (c) gives \(E_X\le-2.90317/1.8=-1.61\) hartree there, so the cost is less than the repulsion alone. Hydrogen is implanted at energies from roughly a few keV to hundreds of keV, so a nearly head-on encounter between two hydrogen nuclei can reach this distance, which lies well inside the crossing. In a host that contains little hydrogen, most close encounters are with host nuclei, to which these gaps do not apply. Motion on a single potential curve also assumes slow nuclei. Near 25 keV a proton moves at about one atomic unit of speed, comparable with the electrons, and the electrons need not stay on one curve. This does not shift the fixed-proton gap, but a single potential curve then no longer determines the force or the final state. The surrounding solid also changes the outer orbitals of a and b, an effect not sized here.

The numerical output lists the main computed values.

## Numbers as computed

```
He 1s2 1S, s-t-u expansion: -2.903721 hartree
  shift from order 4 to 5: -7.0e-06 hartree
He 1s2s 3S, s-t-u expansion: -2.17519 hartree
  shift from order 6 to 7: -6.2e-04 hartree
One-centre basis: 86 orbitals (13s 9p 5d 3f shells)
He 1s2 1S, one-centre CI: -2.90317 hartree
He 1s2s 3S, one-centre CI: -2.17511 hartree
He 1s2p 3P, one-centre CI: -2.13293 hartree
  shift of 1s2 1S on adding f: -4.8e-04 hartree
  shift of 1s2s 3S on adding f: -3.9e-06 hartree
  shift of 1s2p 3P on adding f: -3.6e-05 hartree
Limit of X-b gap (3P CI minus 1S s-t-u): 0.7708 hartree = 20.97 eV
Limit of lowest gap (3S minus 1S, s-t-u): 0.7285 hartree = 19.82 eV
3P above 3S: 0.0423 hartree
H2 gaps, one-centre CI for all states:
  R = 0.00 bohr: X-b 0.77024, X-a 0.72806 hartree
  R = 0.01 bohr: X-b 0.77013, X-a 0.72796 hartree
  R = 0.05 bohr: X-b 0.76756, X-a 0.72571 hartree
  R = 0.10 bohr: X-b 0.76044, X-a 0.71949 hartree
  R = 0.20 bohr: X-b 0.73775, X-a 0.69984 hartree
  R = 0.40 bohr: X-b 0.67922, X-a 0.65044 hartree
Energy bounds at R = 0.01 bohr (lower, computed, upper), hartree:
  X: -3.1556, -2.9028, -2.6881
  a: -2.3643, -2.1748, -2.0140
  b: -2.3184, -2.1327, -1.9749
E_b - E_a at R = 0.1 bohr: 0.0409 hartree
E_b - E_a at R = 1.4 bohr: -0.0702 hartree
a-b crossing: R = 0.808 bohr = 42.8 pm
  shift of crossing on adding f: -0.009 bohr
X-b gap there, one-centre CI: 0.5545 hartree
Lowest gap there, two-centre aug-cc-pVTZ CI: 0.5547 hartree
Split of two lowest triplets there, two-centre: 0.0006 hartree
Proton repulsion 1/R at crossing: 33.7 eV
Relativistic scale alpha^2 Z^4/8, Z = 2: 1.1e-04 hartree
Nuclear-mass scale gap*m_e/(2 m_p): 2.1e-04 hartree
```
